\section*{Bound charge of a radial polarization hedgehog in a ferroelectric sphere}

\section*{Question}

A ferroelectric sphere of radius $R=5$ nm carries the polarization
\begin{equation}
\mathbf P(\mathbf r)=P_0\,\hat{\mathbf r},\qquad 0<r<R,
\end{equation}
with $P_0=30\ \mu\mathrm{C/cm^2}$ ($0.3\ \mathrm{C/m^2}$). The magnitude is constant, while the direction is everywhere radial and outward. Outside the sphere $\mathbf P=0$. Here $\mathbf P$ is the ferroelectric part of the polarization and is prescribed; the remaining, linear response of the crystal is described by a background permittivity $\varepsilon_b$ and enters from part (d) onwards. ``Interior'' means $r<R$, without the charge on the surface $r=R$.

\begin{enumerate}
\item[(a)] Find the bound charge density and the total bound charge of the interior. Decide whether a point charge sits at the centre, where the direction of $\mathbf P$ is undefined.
\item[(b)] Evaluate the magnitude of the interior charge in elementary charges. Find the radius that encloses half of it. A candidate multiplies the density at the edge by the volume of the sphere; by what factor is the answer wrong?
\item[(c)] Find the surface charge and the total charge of the sphere.
\item[(d)] There is no free charge, and $\varepsilon_b=10$. Find the field, the potential of the centre relative to the surface, and the field energy. What becomes of the interior bound charge when the background response is counted as well?
\item[(e)] The ferroelectric energy density is $f(p)=-\tfrac12ap^2+\tfrac14bp^4$, with its minimum at $p=P_0$ and susceptibility $\chi=100$ there. Can the texture exist without free charge?
\item[(f)] Suppose that the crystal instead forces $\mathbf P$, at fixed magnitude $P_0$, to point along whichever of the six cubic axes $\pm x,\pm y,\pm z$ lies nearest to $\hat{\mathbf r}$. Where is the charge now, and how large is it?
\item[(g)] Compare the results with conditions in a real ferroelectric oxide. Take a band gap of 3 eV, a breakdown field of 1 MV/cm, a unit cell of 0.4 nm, a transition temperature of 400 K and a temperature of use of 300 K, all rough values.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Density and interior charge}

The bound charge density is $\rho=-\nabla\cdot\mathbf P$. Write $P_i=P_0x_i/r$ and use $\partial r/\partial x_i=x_i/r$. Summing over the three components,
\begin{equation}
\nabla\cdot\mathbf P
=P_0\sum_i\left(\frac1r-\frac{x_i^2}{r^3}\right)
=P_0\left(\frac3r-\frac{r^2}{r^3}\right)=\frac{2P_0}{r},
\qquad \rho(r)=-\frac{2P_0}{r}.
\end{equation}
A constant magnitude therefore does not mean zero charge. The field lines spread out, and new lines must start throughout the volume to keep their density constant. A polarization line starts on negative bound charge, hence the sign.

The charge within radius $r$ follows by adding spherical shells:
\begin{equation}
Q(r)=-\int_0^r\frac{2P_0}{r'}\,4\pi r'^2\,dr'
=-8\pi P_0\int_0^r r'\,dr'=-4\pi r^2P_0 .
\label{eq:enclosed}
\end{equation}
The density diverges at the centre, but the shell area removes the divergence from the integral. At the edge,
\begin{equation}
Q_{\rm in}=-4\pi R^2P_0 .
\end{equation}

The integral would miss a point charge at $r=0$, so this possibility needs its own argument. In a real core the polarization falls smoothly to zero. Let it be $P(r)\hat{\mathbf r}$ with $P(0)=0$. Then
\begin{equation}
\rho=-\frac1{r^2}\frac{d}{dr}\left[r^2P(r)\right],\qquad
Q(r)=-4\pi\int_0^r\frac{d}{dr'}\left[r'^2P(r')\right]dr'=-4\pi r^2P(r).
\label{eq:profile}
\end{equation}
Outside the core $P(r)=P_0$, and (\ref{eq:enclosed}) is recovered with nothing added. If the core is now shrunk to zero, the charge in a small ball of radius $r$ is $-4\pi r^2P_0$, which vanishes with $r$. There is no point charge. A polarization growing as $1/r^2$ towards the centre would be different: its flux through a small sphere would stay finite.

Equation (\ref{eq:profile}) also shows that the interior charge depends on the radial profile through its value at the edge alone. Softening the core rearranges the charge but does not change its total. Reversing the hedgehog, so that $\mathbf P$ points inward, reverses the sign.

\subsection*{(b) Numbers}

In units suited to the sphere, $P_0=1.8725\ e/\mathrm{nm^2}$, and the area is $4\pi R^2=314.16\ \mathrm{nm^2}$. Thus
\begin{equation}
|Q_{\rm in}|=1.8725\times314.16\ e\approx588\,e,
\end{equation}
or $9.42\times10^{-17}$ C. To two figures this is 590 elementary charges. Integrating the divergence numerically over the ball, with the derivatives taken by finite differences in Cartesian coordinates, gives $-588.25\,e$, in agreement with the formula.

Since $|Q(r)|\propto r^2$, half the charge lies within $r=R/\sqrt2=3.54$ nm. The innermost 1 nm holds about $24\,e$, in spite of the divergent density.

The edge density has magnitude $2P_0/R=0.749\ e/\mathrm{nm^3}$. Multiplication by the volume gives
\begin{equation}
\frac{2P_0}{R}\,\frac{4\pi R^3}{3}=\frac23\,4\pi R^2P_0\approx392\,e,
\end{equation}
two thirds of the correct magnitude, because the density is higher everywhere inside. The mean density is $3P_0/R=1.123\ e/\mathrm{nm^3}$.

\subsection*{(c) Surface and total charge}

At the boundary with an unpolarized exterior, the surface density is $\sigma=\mathbf P\cdot\hat{\mathbf n}$, with $\hat{\mathbf n}=\hat{\mathbf r}$ the outward normal. Hence
\begin{equation}
\sigma=+P_0,\qquad Q_{\rm surf}=+4\pi R^2P_0,\qquad Q_{\rm in}+Q_{\rm surf}=0 .
\end{equation}
Polarization displaces charge within the body and creates none, so the sphere as a whole is neutral. The value $588\,e$ is meaningful because the surface is left out.

As a numerical test, $P$ was taken smoothly to zero across a thin shell centred on $r=R$, and $-\nabla\cdot\mathbf P$ was integrated over that shell. The result is $+588.01\,e$. The deficit of 0.04 per cent relative to $588.25\,e$ arises because the shell has a finite thickness: its inner boundary lies at $R(1-2\times10^{-4})$, and by (\ref{eq:profile}) the charge found is the flux through that slightly smaller sphere.

\subsection*{(d) Field, energy and background response}

The displacement is $\mathbf D=\varepsilon_0\varepsilon_b\mathbf E+\mathbf P$. By symmetry it is radial, and without free charge Gauss's law gives $4\pi r^2D(r)=0$. Therefore
\begin{equation}
\mathbf E=-\frac{P_0}{\varepsilon_0\varepsilon_b}\,\hat{\mathbf r}\quad(r<R),
\qquad \mathbf E=0\quad(r>R).
\end{equation}
The internal field opposes the polarization and has the same strength at every radius. For the given values it is 33.9 MV/cm, or 3.39 V/nm.

With $E=-d\phi/dr$ and $\phi(R)=0$,
\begin{equation}
\frac{d\phi}{dr}=\frac{P_0}{\varepsilon_0\varepsilon_b}
\quad\Longrightarrow\quad
\phi(r)=-\frac{P_0(R-r)}{\varepsilon_0\varepsilon_b}.
\end{equation}
The centre lies $3.39\times5\approx16.9$ V below the surface, as expected for a negative interior.

The field energy, with the energy stored in the background response included, is
\begin{equation}
U=\frac{\varepsilon_0\varepsilon_b}{2}\int E^2\,dV
=\frac{P_0^2}{2\varepsilon_0\varepsilon_b}V=\frac12P_0|E|V .
\end{equation}
With $V=523.6\ \mathrm{nm^3}$ this is $\tfrac12\times1.8725\times3.388\times523.6\approx1660$ eV.

The field also polarizes the background, by $\varepsilon_0(\varepsilon_b-1)\mathbf E$. The total polarization is
\begin{equation}
\mathbf P_{\rm tot}=\mathbf P+\varepsilon_0(\varepsilon_b-1)\mathbf E
=\mathbf P-\frac{\varepsilon_b-1}{\varepsilon_b}\mathbf P=\frac{\mathbf P}{\varepsilon_b}.
\end{equation}
It is again a hedgehog of constant magnitude, so part (a) applies, and the total interior bound charge is $588/10\approx59\,e$ in magnitude. The value $588\,e$ belongs to the prescribed ferroelectric part.

The two coincide if free charge removes the field. Setting $\mathbf E=0$ gives $\mathbf D=\mathbf P$, so the required free density is $\rho_f=\nabla\cdot\mathbf P=+2P_0/r$, with $-P_0$ per unit area on the surface. The background is then unpolarized, and the total bound charge of the interior is $-588\,e$, balanced by $+588\,e$ of free charge.

\subsection*{(e) Stability without free charge}

The condition $f'(p)=-ap+bp^3=0$ at $p=P_0$ gives $b=a/P_0^2$. The curvature there is
\begin{equation}
f''(P_0)=-a+3bP_0^2=2a=\frac1{\varepsilon_0\chi},
\qquad a=\frac1{2\varepsilon_0\chi},
\end{equation}
since a small field $E$ shifts $p$ by $E/f''=\varepsilon_0\chi E$. The depth of the well below the unpolarized state is
\begin{equation}
-f(P_0)=\frac{aP_0^2}{2}-\frac{aP_0^2}{4}=\frac{aP_0^2}{4}
=\frac{P_0^2}{8\varepsilon_0\chi}.
\end{equation}
Dividing the field energy density by this depth,
\begin{equation}
\frac{P_0^2/(2\varepsilon_0\varepsilon_b)}{P_0^2/(8\varepsilon_0\chi)}
=\frac{4\chi}{\varepsilon_b}=40 .
\end{equation}
For the whole sphere, about 1660 eV of field energy stands against a gain of about 42 eV. The hedgehog at full $P_0$ lies far above the unpolarized state.

A weaker hedgehog does not help. For constant magnitude $p$, the energy density including the field is
\begin{equation}
\frac12\left(\frac1{\varepsilon_0\varepsilon_b}-\frac1{2\varepsilon_0\chi}\right)p^2+\frac{b}{4}p^4 .
\end{equation}
If $2\chi>\varepsilon_b$, both terms are positive for $p\neq0$, and the minimum is at $p=0$. Here $2\chi=200$ and $\varepsilon_b=10$. The usual gradient energy, which is not negative, raises the cost further. Within this model and this family of textures, the hedgehog collapses unless its charge is compensated. Compensation is necessary but not sufficient: the compensating charge must itself cost less than the 42 eV of the well, a point taken up at the end of part (g).

The conclusion does not extend to every texture. A polarization circling about an axis has neither divergence nor a component normal to the sphere, and it pays no such field energy.

\subsection*{(f) Locking to the cubic axes}

The sphere divides into six domains, each with uniform $\mathbf P$. The divergence vanishes inside every domain, so the interior charge sits on the walls between them.

Take the wall between the $+y$ and $+x$ domains, in the plane $x=y$. The unit normal pointing from the $+y$ domain into the $+x$ domain is $\hat{\mathbf n}=(1,-1,0)/\sqrt2$. The wall charge density is
\begin{equation}
\sigma_w=(\mathbf P_{+y}-\mathbf P_{+x})\cdot\hat{\mathbf n}
=-\frac{P_0}{\sqrt2}-\frac{P_0}{\sqrt2}=-\sqrt2\,P_0 .
\end{equation}
Both polarizations point away from the wall: it is a tail-to-tail wall, with negative charge.

The wall is a circular sector bounded by the directions $(1,1,1)/\sqrt3$ and $(1,1,-1)/\sqrt3$. Their scalar product is $1/3$, so the opening angle is $\arccos(1/3)$ and the area is $\tfrac12R^2\arccos(1/3)$. There is one such wall for each of the twelve edges of a cube, and all are equivalent by symmetry:
\begin{equation}
Q_{\rm locked}=-12\,\sqrt2\,P_0\,\frac{R^2}{2}\arccos\frac13
=-6\sqrt2\,\arccos\!\left(\frac13\right)R^2P_0 .
\end{equation}
The magnitude is about $489\,e$, which is 0.831 of the radial value. By the divergence theorem the interior charge is minus the outward flux of $\mathbf P$ just inside the surface. Locking tilts $\mathbf P$ away from the normal over most of the sphere and so reduces that flux. The charge has also changed its place, from a volume distribution to twelve sheets.

\subsection*{(g) Comparison with a real oxide}

A polarization of $30\ \mu\mathrm{C/cm^2}$ is in the usual range of perovskite ferroelectric oxides, and the other parameters are rough values for that class. The uncompensated field is not in a usable range: it is about 34 times the assumed breakdown field. Thin films can withstand more than 1 MV/cm, but a factor of several would not close this gap. The potential drop of 16.9 V also far exceeds the 3 V that corresponds to the band gap. Valence electrons can therefore lower their energy by tunnelling outward into the conduction band, towards the higher potential at the surface. They leave holes behind in the interior. Both charges have the signs that part (d) requires for compensation. With $\mathbf P$ held fixed, however, this process cannot remove the field completely: it is no longer possible once the potential drop has fallen to about 3 V, and it slows sharply before that, because the barrier lengthens as the field weakens. The end state is far from full compensation. Neglect the kinetic energy of the carriers. The holes collect where the potential is lowest and cancel the bound charge for $r<r_0$. Beyond $r_0$ the field magnitude is $P_0(1-r_0^2/r^2)/(\varepsilon_0\varepsilon_b)$, and the drop is $P_0(R-r_0)^2/(\varepsilon_0\varepsilon_bR)$. Setting this to 3 V gives $r_0\approx2.9$ nm and $4\pi r_0^2P_0\approx197\,e$, one third of the interior charge. The field at the surface is still above 20 MV/cm.

The rate of this process can be estimated from a triangular barrier of height $E_g=3$ eV. Its length is $\ell=E_g/(e|E|)=3/3.39\approx0.89$ nm, much less than $R$. The tunnelling exponent for the free-electron mass $m$ is
\begin{equation}
2\int_0^\ell\frac{\sqrt{2mE_g(1-x/\ell)}}{\hbar}\,dx
=\frac{4\ell\sqrt{2mE_g}}{3\hbar}\approx10.5 ,
\end{equation}
where $\int_0^\ell\sqrt{1-x/\ell}\,dx=2\ell/3$ was used. The probability $e^{-10.5}$ is about $3\times10^{-5}$. With $E_g/h$ as a rough attempt rate, the tunnelling rate is about $2\times10^{10}$ per second for an electron that starts farther than $\ell$ from the surface. Closer to the surface, the potential inside the sphere does not rise by the required 3 V. The exponent depends on the mass and on the barrier shape, so the rate is uncertain by several orders of magnitude: a mass of $3m$ raises the exponent to about 18 and lowers the rate to about $10^7$ per second. Even that rate indicates that the insulating model of part (d) would fail quickly.

The interior bound charge of the outward hedgehog is negative, so electronic carriers that compensate it must be holes. For an inward hedgehog they would be electrons. Mobile charged defects, such as positive oxygen vacancies in the outward case, could also contribute; they are left out here. If holes supply the whole compensation, their mean density is $n=1.123\ \mathrm{nm^{-3}}$. Filling a sphere in wavevector space with two spin states gives $n=k_F^3/(3\pi^2)$. For a single parabolic valence band whose hole mass is set equal to the free-electron mass $m$, the Fermi energy, measured from the band edge into the band, is
\begin{equation}
E_F=\frac{\hbar^2}{2m}(3\pi^2n)^{2/3}\approx0.39\ \mathrm{eV}.
\end{equation}
This is about 15 times the thermal energy of 0.026 eV at 300 K. In this band the holes are degenerate, and Boltzmann statistics would not describe them. A real oxide may be less clear-cut. A heavier hole mass lowers $E_F$ in inverse proportion, and several bands sharing the holes lower it further: with three equal bands of mass $3m$ it is about 0.06 eV, only 2.4 times the thermal energy. Holes that self-trap, as they can in oxides, are not described by this band picture at all. Confinement in the sphere and the variation of density with radius are left out of this estimate. Their size is modest for the single band: filling the levels of a hard-walled sphere gives about 0.45 eV, and the edge density alone gives 0.30 eV.

The remaining corrections are smaller. Each is taken alone, with the other parameters held fixed.
\begin{itemize}
\item If the outermost cell layer is unpolarized or is counted as surface, the radius falls to 4.6 nm, and the charge to $588\times(4.6/5)^2\approx498\,e$. At this size the word ``interior'' is itself uncertain by about 15 per cent.
\item In a second-order Landau model with $a\propto T_c-T$ and constant $b$, $P_0\propto\sqrt{T_c-T}$. If the free charge adjusts so that the field stays zero, warming from 300 to 310 K multiplies the bound charge by $\sqrt{90/100}$, giving about $558\,e$. Free charge that stayed fixed would oppose the change and make it much smaller. A material with a first-order transition follows a different law.
\end{itemize}

The assumption with the greatest effect is compensation. With the field fully removed by free charge, the interior bound charge is $588\,e$ in magnitude; with no free charge and $\mathbf P$ held fixed by hand, it is $59\,e$; with no free charge and $\mathbf P$ free to relax, the model of part (e) leaves no hedgehog at all. The fully compensated case needs charge that costs almost nothing. Made by exciting the crystal's own electrons across the gap, 588 pairs cost $588\times3\approx1765$ eV, against a well of 42 eV. The pair cost grows as $R^2$ and the well as $R^3$, and they balance only near $R=24\varepsilon_0\chi E_g/(eP_0)\approx210$ nm. In the single band above, the kinetic energy of the holes, $\tfrac35E_F\times588\approx140$ eV at the mean density, also exceeds the well. At 5 nm, electron-hole pairs therefore do not stabilize the hedgehog in this model; whether defects or charge supplied from outside can do so is not examined here. The numerical output lists the input values and the main results.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
polarization: 30 uC/cm2
radius: 5 nm
background permittivity (rough): 10
mode susceptibility (rough): 100
band gap (rough): 3 eV
breakdown field (rough): 1 MV/cm
cell edge (rough): 0.4 nm
transition temperature (rough): 400 K
temperature of use: 300 K
BOUND CHARGE
polarization in charge units: 1.8725 e/nm2
sphere area: 314.16 nm2
sphere volume: 523.6 nm3
interior charge, formula: -588.25 e
interior charge, divergence integral: -588.25 e
interior charge magnitude: 9.4248e-17 C
surface charge, smoothed edge: 588.01 e
charge magnitude within 1 nm: 23.53 e
radius holding half the charge: 3.536 nm
density magnitude at edge: 0.749 e/nm3
mean density magnitude: 1.123 e/nm3
trap: edge density times volume: 392.2 e
NEGLECTED EFFECTS
total bound charge with background: 58.8 e
uncompensated field: 33.88 MV/cm
field / breakdown field: 33.88
potential drop, surface to centre: 16.94 V
field energy: 1661 eV
Landau well depth times volume: 41.52 eV
field energy / well energy: 40
tunnelling length: 0.885 nm
tunnelling exponent: 10.5
tunnelling probability: 2.8e-05
tunnelling rate, rough: 2e+10 1/s
carrier Fermi energy: 0.394 eV
thermal energy: 0.0259 eV
charge, easy-axis locking: 488.9 e
easy-axis / radial charge: 0.8312
charge without outer cell layer: 497.9 e
temperature rise considered: 10 K
charge after temperature rise: 558.1 e
\end{verbatim}
